# Stable charge states of a defect from supercell formation energies: test program

```python
# Result under test: a defect with formation energies 0.5, 3.7, 6.5 eV
# (charges +2, +1, 0; Fermi level at the valence edge) has negative U:
# charge +1 is never stable, and +2 changes directly to 0 at 3.0 eV.
# Symbols: E_q(E_F) = E_q(0) + q E_F; U = E_0 + E_2 - 2 E_1;
# level(q/q') is the Fermi level at which charges q and q' cost the same.
# Energies in eV, lengths in nm. Oxide parameters are rough typical values.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

charges = np.array([2, 1, 0])
energies = np.array([0.5, 3.7, 6.5])
gap = 6.0


def scan(values, q=charges, top=gap, points=60001):
    """Stable charges and switching points found by brute-force comparison."""
    fermi = np.linspace(0.0, top, points)
    lines = values[:, None] + q[:, None] * fermi
    stable = q[np.argmin(lines, axis=0)]
    jumps = np.flatnonzero(np.diff(stable))
    sequence = [int(stable[0])] + [int(stable[j + 1]) for j in jumps]
    return sequence, 0.5 * (fermi[jumps] + fermi[jumps + 1])


# Levels and U from the derived formulas
E2, E1, E0 = energies
level_21 = E1 - E2
level_10 = E0 - E1
level_20 = (E0 - E2) / 2
U = E0 + E2 - 2 * E1

# The scan must find the direct transition and no singly charged window
sequence, kinks = scan(energies)
assert sequence == [2, 0]
assert len(kinks) == 1 and abs(kinks[0] - level_20) < 2e-4
assert 0 < level_20 < gap
assert scan(energies, q=-charges)[0] == [-2]  # other charge sign: no crossing

# Smallest excess energy of the singly charged state
fermi_grid = np.linspace(0, gap, 60001)
lines = energies[:, None] + charges[:, None] * fermi_grid
excess = lines[1] - np.minimum(lines[0], lines[2])
min_excess = excess.min()
assert abs(min_excess + U / 2) < 2e-4
assert abs(fermi_grid[excess.argmin()] - level_20) < 2e-4

# Sign rule on random defects: charge +1 has a window only for positive U
rng = np.random.default_rng(7)
signs_seen = set()
for _ in range(300):
    first, second = rng.uniform(1, 5, 2)
    trial = np.array([0.0, first, first + second])
    trial_U = trial[2] + trial[0] - 2 * trial[1]
    if abs(trial_U) > 0.01:
        assert (1 in scan(trial, points=6001)[0]) == (trial_U > 0)
        signs_seen.add(trial_U > 0)
assert len(signs_seen) == 2

# Reference shifts: a common constant and a potential misalignment
misalignment = 0.1
common_seq, common_kink = scan(energies + 1.0)
align_seq, align_kink = scan(energies + charges * misalignment)
assert common_seq == align_seq == [2, 0]
assert abs(common_kink[0] - level_20) < 2e-4
assert abs(align_kink[0] - (level_20 - misalignment)) < 2e-4

# Errors of either sign in all three energies
error_margin = abs(U) / 4
worst_U = max(
    (E0 + a) + (E2 + b) - 2 * (E1 + c)
    for a, b, c in itertools.product([-error_margin, error_margin], repeat=3))
assert abs(worst_U) < 1e-12

# Lattice relaxation model, n electrons added to the doubly charged defect
relaxation = 0.5
stiffness = 1.0
coupling = np.sqrt(2 * stiffness * relaxation)
repulsion = U + coupling**2 / stiffness
site_energy = E1 - E2 + relaxation


def lattice_energy(Q, n):
    return (E2 + n * site_energy + repulsion * n * (n - 1) / 2
            - coupling * n * Q + stiffness * Q**2 / 2)


relaxed = [minimize_scalar(lattice_energy, args=(n,)).fun for n in range(3)]
assert np.allclose(relaxed, energies, atol=1e-7)
frozen_U = (lattice_energy(0.7, 0) + lattice_energy(0.7, 2)
            - 2 * lattice_energy(0.7, 1))
assert frozen_U > 0 and abs(frozen_U - repulsion) < 1e-10

# Thermal populations from fermion operators for two spin orbitals
kB = const.k / const.e
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_down = c_up.T @ c_up, c_down.T @ c_down
number = n_up + n_down
single = number - 2 * n_up @ n_down
hamiltonian = E2 * np.eye(4) + level_21 * number + U * n_up @ n_down


def thermal_mean(operator, fermi, temperature):
    rho = expm(-(hamiltonian - fermi * number) / (kB * temperature))
    return np.trace(rho @ operator) / np.trace(rho)


temperatures = [300.0, 358.0]
single_fraction, step_width = [], []
for T in temperatures:
    fraction = thermal_mean(single, level_20, T)
    boltzmann = np.exp(-abs(U) / (2 * kB * T))
    assert abs(fraction / (boltzmann / (1 + boltzmann)) - 1) < 1e-8
    assert abs(thermal_mean(number, level_20, T) - 1) < 1e-8
    edges = [brentq(lambda f: 2 - thermal_mean(number, f, T) - target,
                    level_20 - 0.4, level_20 + 0.4) for target in (1.8, 0.2)]
    width = edges[1] - edges[0]
    # tolerance covers the small singly charged population left out of ln 9
    assert abs(width / (kB * T * np.log(9)) - 1) < 0.03
    single_fraction.append(fraction)
    step_width.append(width)


# Image-charge constant of a cubic lattice in a neutralising background
def lattice_vectors(n):
    axis = np.arange(-n, n + 1)
    points = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    return points[np.any(points != 0, axis=1)]


def ewald_constant(eta):
    R = np.linalg.norm(lattice_vectors(5), axis=1)
    G = 2 * np.pi * R
    potential = (np.sum(erfc(eta * R) / R)
                 + np.sum(4 * np.pi * np.exp(-G**2 / (4 * eta**2)) / G**2)
                 - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)
    return -potential


alpha = ewald_constant(2.0)
assert abs(alpha - ewald_constant(1.6)) < 1e-8
# Direct sum over a large cube, then removal of its mean potential pi/6
shells = 12
cube_integral = 3 * np.log((np.sqrt(3) + 1) / (np.sqrt(3) - 1)) - np.pi / 2
direct = (np.sum(1 / np.linalg.norm(lattice_vectors(shells), axis=1))
          - cube_integral * (2 * shells + 1)**2 - np.pi / 6)
assert abs(direct + alpha) < 2e-4  # finite number of shells

permittivity = 20.0
cell_edge = 1.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def image_correction(edge):
    return alpha * coulomb / (2 * permittivity * edge)


image = image_correction(cell_edge)
image_U = U + 2 * image
image_level = level_20 - 2 * image
image_seq, image_kink = scan(energies + charges**2 * image)
assert image_seq == [2, 0] and abs(image_kink[0] - image_level) < 2e-4
critical_edge = alpha * coulomb / (permittivity * abs(U))
for factor, has_window in ((0.9, True), (1.1, False)):
    shifted = energies + charges**2 * image_correction(factor * critical_edge)
    assert (1 in scan(shifted)[0]) == has_window

# Tunnelling decay: numerical Schroedinger solution against sqrt formula
mass = 0.2
barrier = gap - level_10
kinetic = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18
kappa = np.sqrt(barrier / kinetic)
spacing, intervals = 0.002, 4000
bands = np.zeros((3, intervals - 1))
bands[0, 1:] = bands[2, :-1] = -kinetic / spacing**2
bands[1] = 2 * kinetic / spacing**2 + barrier
source = np.zeros(intervals - 1)
source[0] = kinetic / spacing**2
wave = solve_banded((1, 1), bands, source)
numerical_decay = -np.log((wave[1999] / wave[499])**2) / 3.0
assert abs(numerical_decay / (2 * kappa) - 1) < 1e-4
attempt_rate = 1e13
distances = [3.0, 5.0]
escape_times = [np.exp(2 * kappa * d) / attempt_rate for d in distances]

# Field and equilibrium abundance
field, breakdown = 1.0, 5.0  # MV/cm
field_shift = field * 1e8 * 1e-9  # eV per nm for one electron
formation_temperature = 1000.0
energy_at_level = E2 + 2 * level_20
log_fraction = -energy_at_level / (kB * formation_temperature * np.log(10))

for q, value in zip(charges, energies):
    print(f"formation energy at valence edge, q=+{q}: {value:.1f} eV")
print(f"level (2+/+): {level_21:.2f} eV")
print(f"level (+/0): {level_10:.2f} eV")
print(f"direct level (2+/0): {level_20:.2f} eV")
print(f"U: {U:.2f} eV")
print(f"stable charges in scan: {sequence}")
print(f"switching point in scan: {kinks[0]:.3f} eV")
print(f"smallest excess energy of q=+1: {min_excess:.3f} eV")
for f in (0.0, level_10, level_20, level_21, gap):
    v = energies + charges * f
    print(f"E_F={f:.1f} eV: E(2+,+,0) = {v[0]:.1f}, {v[1]:.1f}, {v[2]:.1f} eV")
print(f"model relaxation energy, one electron: {relaxation:.2f} eV")
print(f"model repulsion at frozen lattice: {frozen_U:.2f} eV")
print(f"error in each energy that can cancel U: {error_margin:.2f} eV")
print(f"potential misalignment tried: {misalignment:.2f} eV")
print(f"direct level with misalignment: {align_kink[0]:.2f} eV")
for T, fraction, width in zip(temperatures, single_fraction, step_width):
    print(f"{T:.0f} K: kT = {kB * T:.4f} eV")
    print(f"{T:.0f} K: fraction q=+1 at direct level = {fraction:.2e}")
    print(f"{T:.0f} K: width of 90-10 % charge step = {width:.4f} eV")
print(f"rough gap: {gap:.1f} eV")
print(f"rough relative permittivity: {permittivity:.0f}")
print(f"supercell edge: {cell_edge:.1f} nm")
print(f"cubic lattice constant alpha: {alpha:.4f}")
print(f"image correction, q=+1: {image:.3f} eV")
print(f"image correction, q=+2: {4 * image:.3f} eV")
print(f"U if the correction had been omitted from input: {image_U:.3f} eV")
print(f"direct level in that case: {image_level:.3f} eV")
print(f"cell edge at which U would then vanish: {critical_edge:.3f} nm")
print(f"rough tunnelling mass: {mass:.1f} electron masses")
print(f"tunnel barrier from level (+/0): {barrier:.2f} eV")
print(f"wave decay constant: {kappa:.2f} 1/nm")
print(f"rough attempt rate: {attempt_rate:.0e} 1/s")
for d, time in zip(distances, escape_times):
    print(f"tunnelling time over {d:.0f} nm: {time:.1e} s")
print(f"field: {field:.1f} MV/cm")
print(f"rough breakdown field: {breakdown:.1f} MV/cm")
print(f"field / breakdown field: {field / breakdown:.2f}")
print(f"local Fermi-level shift in field: {field_shift:.2f} eV per nm")
print(f"formation energy at direct level: {energy_at_level:.1f} eV")
print(f"log10 defect fraction per site, {formation_temperature:.0f} K: "
      f"{log_fraction:.1f}")
print("tests ok")
```

Output:

```
formation energy at valence edge, q=+2: 0.5 eV
formation energy at valence edge, q=+1: 3.7 eV
formation energy at valence edge, q=+0: 6.5 eV
level (2+/+): 3.20 eV
level (+/0): 2.80 eV
direct level (2+/0): 3.00 eV
U: -0.40 eV
stable charges in scan: [2, 0]
switching point in scan: 3.000 eV
smallest excess energy of q=+1: 0.200 eV
E_F=0.0 eV: E(2+,+,0) = 0.5, 3.7, 6.5 eV
E_F=2.8 eV: E(2+,+,0) = 6.1, 6.5, 6.5 eV
E_F=3.0 eV: E(2+,+,0) = 6.5, 6.7, 6.5 eV
E_F=3.2 eV: E(2+,+,0) = 6.9, 6.9, 6.5 eV
E_F=6.0 eV: E(2+,+,0) = 12.5, 9.7, 6.5 eV
model relaxation energy, one electron: 0.50 eV
model repulsion at frozen lattice: 0.60 eV
error in each energy that can cancel U: 0.10 eV
potential misalignment tried: 0.10 eV
direct level with misalignment: 2.90 eV
300 K: kT = 0.0259 eV
300 K: fraction q=+1 at direct level = 4.36e-04
300 K: width of 90-10 % charge step = 0.0568 eV
358 K: kT = 0.0309 eV
358 K: fraction q=+1 at direct level = 1.53e-03
358 K: width of 90-10 % charge step = 0.0679 eV
rough gap: 6.0 eV
rough relative permittivity: 20
supercell edge: 1.0 nm
cubic lattice constant alpha: 2.8373
image correction, q=+1: 0.102 eV
image correction, q=+2: 0.409 eV
U if the correction had been omitted from input: -0.196 eV
direct level in that case: 2.796 eV
cell edge at which U would then vanish: 0.511 nm
rough tunnelling mass: 0.2 electron masses
tunnel barrier from level (+/0): 3.20 eV
wave decay constant: 4.10 1/nm
rough attempt rate: 1e+13 1/s
tunnelling time over 3 nm: 4.8e-03 s
tunnelling time over 5 nm: 6.3e+04 s
field: 1.0 MV/cm
rough breakdown field: 5.0 MV/cm
field / breakdown field: 0.20
local Fermi-level shift in field: 0.10 eV per nm
formation energy at direct level: 6.5 eV
log10 defect fraction per site, 1000 K: -32.8
tests ok
```
